Guiding-centre antihydrogen at 1 T: frequency ordering, binding energies and sizes

**Problem**

A positron is weakly bound to an antiproton in a uniform magnetic field. In a guiding-centre atom the positron gyrates fast, bounces along the field more slowly, and drifts around the antiproton more slowly still.

(a) For which orbits does this ordering hold?
(b) When may the antiproton be treated as fixed?
(c) What binding energies and sizes follow at 1 T?

**Conventions**

Hartree atomic units are used in the derivation. The positron has mass 1 and charge +1; the antiproton has mass M and charge −1. The field is B along z. The relative position is r, with length r and transverse part ρ. Unit vectors ρ̂, φ̂, ẑ obey ρ̂×ẑ = −φ̂ and φ̂×ẑ = ρ̂. The motion is nonrelativistic; spin, radiation, collisions and external electric fields are left out. Binding energy is measured from the separated pair with the antiproton at rest and the positron's gyration energy unchanged, so that gyration energy does not count as binding.

**Solution**

**1. The three frequencies**

Hold the antiproton fixed at first. The positron obeys

r̈ = −r/r³ + ṙ×B.

Measure length in units of λ and time in units of 1/B. The acceleration and magnetic terms then carry the factor λB², and the Coulomb term carries λ⁻². All three factors agree if λ³B² = 1, which defines

r_c = B^(−2/3).

In these units the equation has no parameter left, so the character of an orbit depends on its size relative to r_c.

Consider a circular orbit in the plane z = 0 with velocity Ωρφ̂. The magnetic force is BΩρ ρ̂, which points outward for Ω > 0. The radial equation is

−Ω²ρ = −1/ρ² + BΩρ,

or

Ω² + BΩ − 1/ρ³ = 0.

The negative root is a fast cyclotron orbit encircling the antiproton. The positive root is the slow drift. With ε² = 1/(B²ρ³),

Ω_D = (B/2)[√(1 + 4ε²) − 1] = B(ε² − ε⁴ + …).

The leading term is 1/(Bρ³), the drift speed 1/(Bρ²) divided by ρ.

For small axial displacement, z̈ = −z/ρ³, so the bounce frequency is

ω_z = ρ^(−3/2).

For the radial oscillation, the azimuthal magnetic force is −Bρ̇. The torque equation is d(ρ²φ̇)/dt = −Bρρ̇, so L = ρ²φ̇ + Bρ²/2 is conserved. Inserting φ̇ = L/ρ² − B/2 gives

ρ̈ = ρφ̇(φ̇ + B) − 1/ρ² = L²/ρ³ − B²ρ/4 − 1/ρ².

On the circular orbit the right side vanishes, hence L²/ρ⁴ = B²/4 + 1/ρ³. Its derivative with respect to ρ is then

−3L²/ρ⁴ − B²/4 + 2/ρ³ = −(B² + 1/ρ³).

The radial frequency is therefore √(B² + 1/ρ³) = B√(1 + ε²), which tends to the cyclotron frequency ω_c = B for small ε. To leading order,

ω_z/ω_c = ω_D/ω_z = ε = (r_c/ρ)^(3/2).

The two inequalities of the ordering are thus one condition, **ρ ≫ r_c**. The gyroradius must also be small compared with ρ, so that the positron samples a nearly uniform electric force during one gyration.

How small must ε be? Orbits were followed for twenty small-amplitude bounce periods from z = ρ with an initial gyration energy of 0.1/ρ, measured in the local drift frame, and with the gyration velocity pointing radially outward. The spread of this energy, relative to its initial value, was 0.06 at ε = 0.1, but 1.1 at ε = 0.3 and 13 at ε = 1. The values depend on the starting phase of the gyration: over four phases a quarter-turn apart they range from 0.05 to 0.07 at ε = 0.1, from 0.7 to 2.8 at ε = 0.3, and from about 2 to several thousand at ε = 1. On this type of orbit the gyration energy is far from constant already at ε = 0.3. This shows neither that a corrected invariant is absent nor that the motion is chaotic.

**2. Large axial amplitude**

The bounce slows as the axial amplitude grows, so it must be checked that it does not become slower than the drift. At fixed ρ, let z = ρu, with turning point u = a, and define s = √(1 + u²), s_a = √(1 + a²). Energy conservation gives

ż = ρ^(−1/2) w, w = √[2(1/s − 1/s_a)].

One bounce contains four quarter-passages, so its period is

T = 4ρ^(3/2) ∫₀ᵃ du/w.

Off the plane the radial electric force is ρ/r³. The local drift rate is therefore 1/(Br³), and the angle gained in one bounce is

Δφ = 4ε ∫₀ᵃ du/(s³w).

The ratio of mean drift frequency to bounce frequency is Δφ/(2π).

For a ≪ 1, w ≈ √(a² − u²) and the integral is π/2, so the ratio is ε. For a ≫ 1, the angle is gained mainly near the plane, where w ≈ √(2/s). Then

Δφ → 2√2 ε ∫₀^∞ (1 + u²)^(−5/4) du = √2 ε √π Γ(3/4)/Γ(5/4),

and the ratio tends to 0.539ε. At the five amplitudes computed, from a = 0.1 to 1000, it falls steadily between these limits. Drift and bounce slow down together.

The cyclotron–bounce separation survives too. Setting u = a sin θ and using s_a² − s² = a² cos²θ gives

T = 4ρ^(3/2) ∫₀^(π/2) √[s s_a(s + s_a)/2] dθ ≥ 2πρ^(3/2),

because s and s_a are at least 1. The bounce frequency never exceeds its small-amplitude value. Small ε is therefore sufficient for the frequency ordering at large axial amplitude in this fixed-ρ model.

**3. Energy and size**

With no gyration energy, and with the small drift energy neglected, the binding energy is the Coulomb energy at the axial turning point:

E_b = 1/√(ρ² + z_max²).

The outer radius is 1/E_b, whether the orbit is planar or elongated. Weak binding alone does not place an atom in the guiding-centre regime: a long, narrow orbit can have small E_b and yet ρ ≈ r_c. The transverse radius decides.

Quantum mechanics makes the planar sizes discrete. The guiding-centre coordinates X and Y have a commutator of magnitude 1/B, so X² + Y² has oscillator eigenvalues

R² = (2m + 1)/B, m = 0, 1, 2, …

The electric force F = 1/R² shifts the positron inward by a distance q from the centre of its gyration. The energy change is B²q²/2 − Fq. Its minimum lies at q = F/B² and equals −F²/(2B²). Adding the axial zero-point energy, in the lowest Landau level,

E_b ≈ 1/R + 1/(2B²R⁴) − R^(−3/2)/2.

Raising m by one increases R by about 1/(BR), and hence the energy by 1/(BR³), which is the drift frequency. The axial level spacing is likewise the bounce frequency.

A two-dimensional diagonalization at 1 T with a fixed antiproton and m = 664 gives a binding energy of 1.5418 meV, against 1.5415 meV from the formula. The axial spacing lies within 1% of R^(−3/2). The spacing in m is 1.4% above the leading value 1/(BR³), and within 1% of the circular-orbit root Ω_D evaluated at ρ = R − q.

**4. When the antiproton moves**

Let v and V be the positron and antiproton velocities. The antiproton obeys MV̇ = r/r³ − V×B. Adding the positron's equation cancels the Coulomb forces and leaves v̇ + MV̇ = ṙ×B. Therefore

K = v + MV − r×B

is conserved. Take a planar orbit with K = 0. Since r×B = −Bρφ̂, and v is smaller than Bρ by the factor ε², the antiproton velocity is

V ≈ −(Bρ/M)φ̂.

The positron drifts at +φ̂/(Bρ²). Subtracting the velocities and dividing by ρ gives the rotation rate of the pair:

Ω_pair ≈ 1/(Bρ³) + B/M.

The second term, the antiproton cyclotron frequency, is smaller than the first by the factor

η = B²ρ³/M = (ρ/r_c)³/M.

The antiproton's kinetic energy is MV²/2 = B²ρ²/(2M) = (η/2)(1/ρ). Measured from a separated pair with the antiproton at rest, it lowers the binding energy by the fraction η/2. This is not the energy needed to break the isolated atom. At K = 0 the relative motion is symmetric about B and its angular momentum is conserved, so ρ stays nearly fixed as the pair separates along z and the antiproton keeps this kinetic energy. Escape along the field still costs about 1/ρ, and a pair given an axial energy between (1 − η/2)/ρ and about 1/ρ turns back.

If the antiproton is instead released at rest at separation ρ₀, then K ≈ −r₀×B and MV ≈ (r − r₀)×B. On the opposite side, at separation r₁, energy conservation requires

1/r₁ = 1/ρ₀ + B²(ρ₀ + r₁)²/(2M).

For small η, put r₁ = ρ₀(1 − δ). The left side exceeds 1/ρ₀ by δ/ρ₀, while the kinetic term is 4B²ρ₀²/(2M). Hence δ ≈ 2η. At η = 0.068 the full equation gives r₁/ρ₀ = 0.891, and a two-body orbit gives 0.888.

A nearly fixed antiproton therefore requires η ≪ 1. For a planar orbit with K = 0 this is enough: the antiproton only circles, with a radius of about ηρ. If K has a part transverse to B, the atom also travels, with a mean transverse velocity of about (K + ⟨r⟩×B)/M. The motion polarizes the orbit, so ⟨r⟩ is not zero, and for small K the velocity is (K/M)(1 − 5η/2) to first order in η. It is about 0.85 K/M at η = 0.067 and 0.78 K/M at η = 0.1, even when the orbit is distorted by only a few percent. The antiproton is then nearly fixed only in a frame moving with the atom. In that frame a motional electric force of size |K|B/M acts, with K now the transverse part. It must be small compared with the Coulomb force 1/ρ², so |K|Bρ²/M ≪ 1 is needed as well. For release at rest |K| ≈ Bρ, and this is again η ≪ 1; a faster antiproton can distort the orbit even when η is small.

For small enough K, combining η ≪ 1 with the first condition gives

r_c ≪ ρ ≪ M^(1/3) r_c, with ε²η = 1/M.

Changing B rescales this window but leaves the ratio of its ends, M^(1/3), unchanged. For an elongated orbit the window is necessary but not sufficient: the mean drift is slower than in the plane, and it must still be fast compared with the antiproton cyclotron frequency B/M. Above the window the positron can still be a guiding centre, but the antiproton's motion must be included.

**5. Values at 1 T**

Here r_c = 0.2015 µm. The table is for planar orbits. The fixed-antiproton energy is the leading value 1/ρ; the K = 0 energy is (1 − η/2)/ρ. The first two rows mark the approach to the regime, not reliable guiding-centre atoms.

| ρ (µm) | ε | η | E_b, fixed (meV) | E_b, K = 0 (meV) |
|---|---|---|---|---|
| 0.202 | 1.00 | 0.0005 | 7.14 | – |
| 0.450 | 0.30 | 0.006 | 3.20 | – |
| 0.935 | 0.10 | 0.054 | 1.54 | 1.50 |
| 1.00 | 0.090 | 0.067 | 1.44 | 1.39 |
| 1.15 | 0.074 | 0.10 | 1.26 | 1.19 |
| 2.47 | 0.023 | 1.0 | 0.58 | 0.29 |

If both ε and η are required to be at most 0.1, planar atoms with a nearly fixed antiproton occupy only 0.94 to 1.15 µm. Their leading binding energies run from 1.54 down to 1.26 meV, or 17.9 to 14.6 K. The factor 0.1 is a chosen criterion, not a sharp boundary. In the last row the antiproton is not fixed, and the energy depends on how it moves: 0.29 meV applies to K = 0, whereas an antiproton released at rest at this separation gives 0.58 meV. The K = 0 column is measured from a pair with the antiproton at rest; the energy for escape along the field at K = 0 remains about 1/ρ.

**A planar atom with ρ = 1 µm.** The scaled radius is 1/0.2015 = 4.96, so

ε = 4.96^(−3/2) = 0.0905,
η = 4.96³/1836 = 0.0665.

The cyclotron frequency is 27.99 GHz. Multiplying by ε gives a bounce frequency of 2.53 GHz, and multiplying again gives a drift frequency of 0.229 GHz. The circular-orbit root lowers the last value to 0.227 GHz. The antiproton cyclotron frequency is 0.015 GHz.

The Coulomb energy is 1.4400 meV. Subtracting the drift kinetic energy and the axial zero-point energy gives

E_b = 1.4400 − 0.0058 − 0.0052 = 1.429 meV = 16.6 K

for a fixed antiproton. For K = 0, its kinetic energy of about 0.048 meV reduces this to about 1.38 meV, or 16.0 K. The antiproton's motion is thus the largest of these corrections to the energy measured from a pair with the antiproton at rest; the energy for escape along the field at K = 0 stays at 1.429 meV. To leading order the quantum number is m ≈ Bρ²/2 ≈ 760, so one step in m changes the size very little.

**An elongated atom with the same ρ.** Let the binding energy be 1 meV, or 11.6 K, at leading order with a fixed antiproton. The outer radius is 1.44 µm, and

z_max = √(1.44² − 1²) = 1.04 µm.

The bounce frequency falls to 1.65 GHz and the mean drift frequency to 0.131 GHz. Their ratio is 0.080, slightly below ε, so the ordering holds. The antiproton cyclotron frequency is, however, 0.116 of this mean drift, just outside the 0.1 criterion, and at K = 0 the pair rotates at about 0.147 GHz. An atom with the same binding energy and outer radius but ρ = 0.20 µm would have ε ≈ 1 and would lie outside the regime. Further values are given in the numerical output.

Computed results

```
Field: 1 T = 4.2544e-06 atomic units
Antiproton/positron mass ratio M: 1836.15
Crossover radius r_c: 0.2015 um
Magnetic length B^-1/2: 0.0257 um
Planar atoms, binding = 1/rho (leading order, ion kinetic energy left out):
  eps=1.0: rho=0.202 um, eps=1.0000, eta=0.00054, E=7.145 meV = 82.9 K
  eps=0.3: rho=0.450 um, eps=0.3000, eta=0.00605, E=3.202 meV = 37.2 K
  eps=0.1: rho=0.935 um, eps=0.1000, eta=0.05446, E=1.539 meV = 17.9 K
  eta=0.1: rho=1.146 um, eps=0.0738, eta=0.10000, E=1.257 meV = 14.6 K
  eta=1.0: rho=2.468 um, eps=0.0233, eta=1.00000, E=0.583 meV = 6.8 K
Planar example, rho = 1 um:
  rho/r_c = 4.962, eps = 0.0905, eta = 0.0665
  Cyclotron frequency: 27.992 GHz
  Axial bounce frequency: 2.533 GHz
  Drift frequency, leading: 0.2292 GHz
  Drift frequency, circular orbit: 0.2273 GHz
  Antiproton cyclotron frequency: 0.0152 GHz
  Angular quantum number m, about: 760
  Coulomb energy 1/rho: 1.4400 meV
  Drift kinetic energy: 0.0058 meV
  Axial zero-point energy: 0.0052 meV
  Antiproton kinetic energy at K=0: 0.0479 meV
  Binding, pinned ion: 1.429 meV = 16.6 K
  Binding, K=0: 1.381 meV = 16.0 K
Axially excited example, rho = 1 um, binding 1 meV:
  Binding in kelvin: 11.6 K
  Outer radius: 1.440 um
  Axial extent z_max: 1.036 um
  Bounce frequency: 1.648 GHz
  Mean drift frequency: 0.1312 GHz
Mean drift/bounce ratio divided by eps, by z_max/rho:
  0.1: 0.9981
  1: 0.8847
  3: 0.7089
  10: 0.5962
  1000: 0.5399
  Infinite-amplitude limit: 0.5394
Relative spread of gyration energy along test orbits:
  eps=0.1: 0.060
  eps=0.3: 1.106
  eps=1.0: 13.426
K=0 rotation at rho=8 r_c, orbit/formula: 0.9985
Ion released at rest, rho=5 r_c, eta=0.0681:
  closest/initial separation: orbit 0.8881, formula 0.8914
Quantum test at m=664, R=0.9353 um:
  Binding: computed 1.54181, formula 1.54151 meV
  Axial spacing/bounce frequency: 0.9922
  m spacing/drift frequency: 0.9938
```
